# Flexural Scattering: Divergent Total Rate, Finite Momentum-Relaxation Rate

Consider an electron of energy $k_BT$ at 300 K in a flat semiconducting monolayer, scattered by flexural phonons whose wavelengths do not exceed the sheet size $L$. In the example treated below, its total scattering rate is $2.0\times10^{14}\ \mathrm{s^{-1}}$ for $L=1\ \mathrm{\mu m}$ and $2.0\times10^{15}\ \mathrm{s^{-1}}$ for $L=10\ \mathrm{\mu m}$. Its momentum-relaxation rate is $3.4\times10^{12}\ \mathrm{s^{-1}}$ in both cases. In this harmonic model, at lowest order in the coupling, one rate grows in proportion to the sheet, and the other hardly notices it.

## Setting and assumptions

**A1.** The electron lies in an isotropic parabolic valley, $E=\hbar^2k^2/2m$. Scattering conserves spin and valley.

**A2.** The sheet is free, flat and without tension. With areal mass density $\rho$ and bending rigidity $\kappa$, its flexural frequency is $\omega=bq^2$, where $b=\sqrt{\kappa/\rho}$.

**A3.** The electron couples to one flexural phonon through
$$V=\sum_{\mathbf q}\Xi\,q\,h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad h_{\mathbf q}=\sqrt{\frac{\hbar}{2\rho A\omega}}\,(a_{\mathbf q}+a^\dagger_{-\mathbf q}),$$
where $A$ is the area and $\Xi$ an energy.

**A4.** Phonons are in equilibrium with $\hbar\omega\ll k_BT$ (equipartition), and $\hbar\omega\ll E$ (quasi-elastic scattering).

**A5.** Rates are taken from the golden rule, and transport from the linear Boltzmann equation with non-degenerate carriers.

A3 is a premise, and it has a limit. A coupling to one flexural phonon requires that the horizontal mirror symmetry be broken. Even then, rigidly tilting a free sheet cannot change its band energies, so a short-range coupling must fall faster than $q$ at long enough wavelengths. The divergence below belongs to the model in which the linear law holds down to $q=0$. Lemma 4 treats its removal.

## The scattering strength

**Lemma 1.** Absorption and emission together have the strength (squared matrix element times area)
$$S(q)=\frac{\Xi^2k_BT}{\kappa q^2}.$$

*Proof.* The squared matrix element times area is $\Xi^2q^2\hbar/(2\rho\omega)$, multiplied by $N$ for absorption and by $N+1$ for emission. In the quasi-elastic limit both processes reach the same final energy, so the factors add to $2N+1$. For $\hbar\omega\ll k_BT$ this is $2k_BT/\hbar\omega$, because the $-\tfrac12$ in the expansion of each $N$ cancels the $1$. Hence
$$S=\frac{\Xi^2q^2\hbar}{2\rho\omega}\,\frac{2k_BT}{\hbar\omega}=\frac{\Xi^2q^2k_BT}{\rho\omega^2},$$
and $\rho\omega^2=\rho b^2q^4=\kappa q^4$. ∎

The mass density has dropped out: the electron sees a thermally rippled surface whose amplitude is set by rigidity and temperature.

## The theorem

**Theorem.** Under A1–A5, leave out scattering angles $|\theta|<\theta_c$. The total rate is
$$\Gamma(\theta_c)=\frac{m\Xi^2k_BT}{2\pi\hbar^3\kappa k^2}\cot\frac{\theta_c}{2},$$
which diverges as $1/\theta_c$. The momentum-relaxation rate is $\gamma_m(1-\theta_c/\pi)$, with the finite limit
$$\gamma_m=\frac{m\Xi^2k_BT}{2\hbar^3\kappa k^2}=\frac{\Xi^2k_BT}{4\hbar\kappa E}\qquad(E>0).$$

*Proof.* Let $w(\theta)$ be $1$ for the total rate and $1-\cos\theta$ for the relative loss of forward momentum. The golden rule gives
$$R_w=\frac{2\pi}{\hbar}\int\frac{k'dk'\,d\theta}{(2\pi)^2}\,S(q)\,w(\theta)\,\delta(E'-E).$$
Since $k'dk'=(m/\hbar^2)dE'$, the delta function sets $k'=k$. Then $q=2k\sin(|\theta|/2)$, and
$$R_w=\frac{m}{2\pi\hbar^3}\,\frac{\Xi^2k_BT}{\kappa}\int_{\theta_c<|\theta|<\pi}\frac{w(\theta)\,d\theta}{4k^2\sin^2(\theta/2)}.$$

For $w=1$, the derivative of $-2\cot(\theta/2)$ is $1/\sin^2(\theta/2)$. The positive angles therefore give $\cot(\theta_c/2)/(2k^2)$. The negative angles double this to $\cot(\theta_c/2)/k^2$, which is the stated $\Gamma$.

For $w=1-\cos\theta=2\sin^2(\theta/2)$, the integrand becomes the constant $1/(2k^2)$. The allowed angles have total length $2(\pi-\theta_c)$, so the integral is $(\pi-\theta_c)/k^2$. Factoring out $\pi$ gives $\gamma_m(1-\theta_c/\pi)$. The energy form follows from $k^2=2mE/\hbar^2$. ∎

The ratio to the uncut momentum rate contains no material parameter:
$$\frac{\Gamma(\theta_c)}{\gamma_m}=\frac1\pi\cot\frac{\theta_c}{2}\simeq\frac{2}{\pi\theta_c}.$$

**Remark (which power laws behave this way).** Let the coupling vary as $q^s$, with the same quadratic dispersion. The strength then varies as $q^{2s-4}$. At small angles $\theta\simeq q/k$, so the total rate contains $\int dq\,q^{2s-4}$, which converges at $q=0$ for $s>3/2$. The momentum weight adds $q^2$, and convergence then needs $s>1/2$. The linear law $s=1$ lies between these bounds. A quadratic coupling makes both rates finite.

## Why transport sees the finite rate

**Lemma 2.** On a circle of constant energy, the collision operator relaxes the angular harmonics $\cos n\theta$ and $\sin n\theta$ at the rates $\gamma_n=n\gamma_m$.

*Proof.* From the theorem's integrand, the rate per unit angle is $W(\theta)=\gamma_m/[4\pi\sin^2(\theta/2)]$. The collision term removes $\int W(\theta-\theta')[f(\theta)-f(\theta')]\,d\theta'$ from $f(\theta)$. For a harmonic, the part odd in $\theta-\theta'$ cancels when equal small angles are cut on both sides. What remains is
$$\gamma_n=\int_{-\pi}^{\pi}W(\theta)(1-\cos n\theta)\,d\theta=\frac{\gamma_m}{2\pi}\int_{-\pi}^{\pi}\frac{\sin^2(n\theta/2)}{\sin^2(\theta/2)}\,d\theta.$$
The quotient equals $\left|\sum_{l=0}^{n-1}e^{il\theta}\right|^2$, by the geometric sum. Its integral is $2\pi n$, since only the $n$ diagonal products survive. ∎

A uniform electric field drives the first harmonic alone, so its response is governed by $\gamma_1=\gamma_m$. The large out-scattering rate is balanced by in-scattering from neighbouring directions.

A discrete version shows the cancellation. With 200 equally spaced directions the out-rate is $33.3\,\gamma_m$, and with 800 it is $133.3\,\gamma_m$: the angular spacing acts as the cutoff. The rate found from the field response with 800 directions is $0.9987\,\gamma_m$. The small deficit comes from the omitted zero-angle term. For $M$ directions, omitting it changes $n$ to $n-n^2/M$, which is $0.99875$ for $n=1$, $M=800$.

The spreading of a sharp initial direction is also finite. Let $r=e^{-\gamma_mt}$ and $z=re^{i\theta}$. Since the $n$th harmonic decays as $r^n$,
$$f(\theta,t)=\frac1{2\pi}\Big(1+2\,\mathrm{Re}\sum_{n\ge1}z^n\Big)=\frac1{2\pi}\,\mathrm{Re}\,\frac{1+z}{1-z}=\frac{1}{2\pi}\,\frac{1-r^2}{1-2r\cos\theta+r^2}.$$
For $\gamma_mt\ll1$ and small $\theta$, this becomes a Lorentzian of half-width $\gamma_mt$. The number of deflections is infinite, yet the spread is finite. Since $W\simeq\gamma_m/(\pi\theta^2)$ at small angles, deflections smaller than $\delta$ add a variance of only $\int_{-\delta}^{\delta}W\theta^2t\,d\theta=2\gamma_mt\delta/\pi$, which vanishes with $\delta$.

## Phonon energy does not remove the divergence

**Lemma 3.** Let $\beta=2mb/\hbar<1$. With exact energy conservation the total rate still diverges as $1/q_{\min}$. With $N=k_BT/\hbar\omega$ for both processes, the momentum-loss rate is $\gamma_m$ for every such $\beta$.

*Proof.* Let $\varphi$ be the angle between $\mathbf q$ and $\mathbf k$, with upper signs for absorption and lower signs for emission. Energy conservation reads
$$\frac{\hbar^2}{2m}(2kq\cos\varphi+q^2)=\pm\hbar bq^2\quad\Rightarrow\quad\cos\varphi=-\frac{q(1\mp\beta)}{2k}.$$
This has solutions down to $q=0$, where $\mathbf q$ is perpendicular to $\mathbf k$. There are two roots $\varphi$, and each contributes $m/(\hbar^2kq|\sin\varphi|)$ to the integral over the energy delta function. The single-process strength is $\Xi^2\hbar n_\pm/(2\rho b)$, where $n_\pm$ is $N$ or $N+1$. Therefore
$$R_w=\frac{2\pi}{\hbar}\sum_\pm\int\frac{q\,dq}{(2\pi)^2}\frac{2m}{\hbar^2kq|\sin\varphi|}\frac{\Xi^2\hbar n_\pm}{2\rho b}w=\frac{m\Xi^2}{2\pi\hbar^2k\rho b}\sum_\pm\int\frac{n_\pm w\,dq}{|\sin\varphi|}.$$

At small $q$, $|\sin\varphi|\to1$ and $n_\pm\to k_BT/(\hbar bq^2)$. With $w=1$ and $\rho b^2=\kappa$, the two processes give
$$\Gamma\simeq\frac{m\Xi^2k_BT}{\pi\hbar^3\kappa k\,q_{\min}}.$$
This agrees with the theorem, where $\cot(\theta_c/2)\simeq2k/q_{\min}$.

For momentum, the relative forward loss is $w=-q\cos\varphi/k=q^2(1\mp\beta)/(2k^2)$, which cancels the $1/q^2$. Let $q_{\max}=2k/(1\mp\beta)$. Then $|\sin\varphi|=\sqrt{1-q^2/q_{\max}^2}$, and
$$\int_0^{q_{\max}}\frac{dq}{|\sin\varphi|}=\frac{\pi q_{\max}}2=\frac{\pi k}{1\mp\beta}.$$
The factors $1\mp\beta$ cancel. Each process contributes $\pi k_BT/(2\hbar bk)$ to the sum, and the two together give $\gamma_m$. ∎

## What makes the total rate finite

**Lemma 4.** If $1/q^2$ in $S(q)$ is replaced by $1/(q^2+q_0^2)$, the rates are
$$\Gamma=\frac{m\Xi^2k_BT}{\hbar^3\kappa\,q_0\sqrt{q_0^2+4k^2}},\qquad \gamma=\gamma_m\left(1-\frac{q_0}{\sqrt{q_0^2+4k^2}}\right).$$

*Proof.* The required integral is
$$I=\int_{-\pi}^{\pi}\frac{d\theta}{4k^2\sin^2(\theta/2)+q_0^2}.$$
Put $t=\tan(\theta/2)$, so that $d\theta=2\,dt/(1+t^2)$ and $\sin^2(\theta/2)=t^2/(1+t^2)$. Then
$$I=\int_{-\infty}^{\infty}\frac{2\,dt}{q_0^2+(q_0^2+4k^2)t^2}=\frac{2\pi}{q_0\sqrt{q_0^2+4k^2}}.$$
Multiplication by the prefactor $m\Xi^2k_BT/(2\pi\hbar^3\kappa)$ gives $\Gamma$. For momentum,
$$\frac{2\sin^2(\theta/2)}{4k^2\sin^2(\theta/2)+q_0^2}=\frac1{2k^2}\left[1-\frac{q_0^2}{4k^2\sin^2(\theta/2)+q_0^2}\right].$$
Its integral is $(2\pi-q_0^2I)/(2k^2)$, which gives $\gamma$. ∎

Two changes of the model lead to this form. A tension $\sigma$ changes $\rho\omega^2$ to $\kappa q^4+\sigma q^2$, so $q_0^2=\sigma/\kappa$. A coupling $\Xi q^2/\sqrt{q^2+q_0^2}$, linear above $q_0$ and quadratic below it, gives the same strength. As $q_0\to0$, $\Gamma\simeq\gamma_mk/q_0$ diverges while $\gamma\to\gamma_m$.

## Mobility

**Corollary.** For non-degenerate carriers, flexural scattering alone gives
$$\mu=\frac{8e\hbar\kappa}{m\Xi^2},$$
independent of temperature at fixed $m$, $\kappa$ and $\Xi$.

*Proof.* In a field $F$ along $x$ the force is $-eF$. By Lemma 2, the steady deviation $g$ from equilibrium obeys $-eFv_x\,\partial f_0/\partial E=-g/\tau$, with $\tau=1/\gamma_m$. Since $\partial f_0/\partial E=-f_0/k_BT$, this gives $g=-eFv_x\tau f_0/k_BT$. The angular average of $v_x^2$ is $E/m$, and the density of states is constant. The drift speed divided by $F$ is therefore
$$\mu=\frac{e}{m(k_BT)^2}\int_0^\infty E\,\tau(E)\,e^{-E/k_BT}dE\equiv\frac{e\langle\tau\rangle}{m}.$$
Insert $\tau=4\hbar\kappa E/(\Xi^2k_BT)$ and $\int_0^\infty E^2e^{-E/k_BT}dE=2(k_BT)^3$. The result is $\langle\tau\rangle=8\hbar\kappa/\Xi^2$. ∎

Heating raises the mean-square height of the ripples, and with it the scattering strength, in proportion to $T$. It also raises the typical carrier energy in proportion to $T$, which weakens the scattering by the same factor.

## Numbers for a free-standing monolayer

Take $m=0.5\,m_e$, $\rho=3.8\times10^{-6}\ \mathrm{kg/m^2}$, $\kappa=10$ eV, $\Xi=0.3$ eV and $T=300$ K. At $E=k_BT=25.85$ meV, the wavevector is $k=0.5825\ \mathrm{nm^{-1}}$. The momentum rate follows from
$$\hbar\gamma_m=\frac{\Xi^2}{4\kappa}=\frac{0.09\ \mathrm{eV^2}}{40\ \mathrm{eV}}=2.25\ \mathrm{meV},$$
or $\gamma_m=3.42\times10^{12}\ \mathrm{s^{-1}}$ and $\tau=0.29$ ps. The thermal average is twice this, $\langle\tau\rangle=0.59$ ps. The mobility is about $2100\ \mathrm{cm^2/Vs}$, or $0.21\ \mathrm{m^2/Vs}$.

The opening comparison uses $q_{\min}=2\pi/L$ as an estimate of the cutoff. For $L=1\ \mathrm{\mu m}$ the angle is $0.618^\circ=0.0108$ rad, and $2/(\pi\theta_c)=59$. A tenfold larger sheet gives 590. Both values belong to the harmonic model. In a real free sheet, thermal stiffening (estimated below) becomes important at wavelengths above about 60 nm and weakens this growth. The fraction $\theta_c/\pi$ missing from the momentum rate is 0.3% for the smaller of these sheets.

The quasi-elastic assumption is sound here: $\beta=0.0056$, and the largest phonon energy is $4\beta E$, or 2.2% of $E$. Averaging the inverse momentum-loss rate, computed with exact phonon energies and Planck occupations, gives 2058 $\mathrm{cm^2/Vs}$ at both 150 and 300 K, equal to the formula at this precision. Lemma 3 explains why no correction linear in $\beta$ appears at leading order in $k_BT/\hbar\omega$.

The golden rule itself needs more care. For $L=1\ \mathrm{\mu m}$, $\hbar\Gamma=59\times2.25\approx130$ meV, several times the electron energy. This $\Gamma$ cannot be read as the width of a well-defined level; the theorem concerns lowest-order rates. Even the momentum rate becomes too large at low energy: $\hbar\gamma_m=E$ at $E=\Xi\sqrt{k_BT/4\kappa}=7.6$ meV. Energies below this carry 0.34% of the mobility integral, so this particular failure has little weight in the average. A larger correction comes from the long ripples, which act as a nearly static potential of variance $\int d^2q\,S/(2\pi)^2=(\Xi^2k_BT/2\pi\kappa)\ln(q_{\max}/q_{\min})$. With $q_{\max}=2k$ its rms value is 14 meV for $L=1\ \mathrm{\mu m}$ and 17 meV for $L=10\ \mathrm{\mu m}$, not small against $k_BT$. The part with $q$ below the inverse mean free path (40 to 110 nm) modulates the local carrier density as $e^{-V/k_BT}$. In two dimensions this lowers the mobility by about $\exp[-\langle V^2\rangle/2(k_BT)^2]$, roughly 1–4% at 1 μm and 7–10% at 10 μm. Beyond lowest order, the mobility of the unscreened harmonic model therefore falls slowly with $L$. Tension, stiffening or screening would cut this growth.

## Relation to a real sheet

The mass, density and rigidity are rough typical values for Janus MoSSe, a monolayer whose two unlike faces break the horizontal mirror. The value of $\Xi$ is chosen, not known for this material, and $\mu$ varies as $\Xi^{-2}$. Nor is it established that the coupling in this material is linear at thermal wavevectors. If the crossover $q_0$ of Lemma 4 lies well above $k$, the total and momentum rates become nearly equal, and at fixed $\Xi$ the flexural mobility is much higher. The mobility above is therefore not a prediction for MoSSe. A free Janus sheet also tends to curl, because its two faces are unlike; A2 neglects this. A substrate would break A2 by holding the sheet. Neither effect is calculated here. For a suspended sheet, the following changes, each made separately with the other parameters fixed, show how far the flexural mobility moves:

- A tension of 0.01 N/m gives $q_0=0.079\ \mathrm{nm^{-1}}$. At $E=k_BT$ the total rate becomes finite, $2.5\times10^{13}\ \mathrm{s^{-1}}$, and the mobility rises by 5%.
- Thermal ripples stiffen the sheet. The one-loop estimate, quoted here for size only, is $q_0^2=3Yk_BT/(16\pi\kappa^2)$. With a rough Young modulus $Y=110$ N/m, the mobility rises by 6%. The total rate changes far more: used at all $q$, this estimate has the form of Lemma 4 and limits $\Gamma$ to about $5.6\,\gamma_m$ at $E=k_BT$, however large the sheet. The estimate is not reliable below $q_0$, and this saturation is a feature of the one-loop form. With the accepted long-wave scaling $\kappa\propto q^{-\eta}$, $\eta\approx0.8$, the strength varies as $q^{\eta-2}$ and $\Gamma$ still diverges, but only as $L^{1-\eta}$ for large sheets. The interpolation $\kappa[1+(2/\eta)q_0^2/q^2]^{\eta/2}$ gives about $12\,\gamma_m$ at 1 μm and $25\,\gamma_m$ at 10 μm. Either way, growth in proportion to $L$ should not be expected in a real free sheet of micrometre size.
- If the coupling acts as the same scalar potential in all valleys, carriers screen it. A static long-wave estimate, with a sheet polarizability length of 4 nm and four spin-valley states, raises the mobility by a factor 1.3 at $10^{11}\ \mathrm{cm^{-2}}$ and 2.7 at $10^{12}\ \mathrm{cm^{-2}}$. It overstates screening at large $q$, so both factors are too high, the second more so: with the wavevector-dependent static polarizability of the valleys at 300 K they are about 1.2 and 2.1. Degeneracy adds 2% at the higher density.

In-plane phonons act in the opposite direction. For acoustic phonons, take a deformation potential $D=3$ eV and an elastic constant $C=130$ N/m. The strength $D^2k_BT/C$ is independent of angle and gives the rate $mD^2k_BT/(\hbar^3C)$. For a nonpolar optical mode of energy $\epsilon=40$ meV and coupling $D_o=4\times10^8$ eV/cm, the same golden rule gives $mD_o^2/(2\hbar\rho\epsilon)$ times $N$, plus $N+1$ when $E>\epsilon$. These rough values alone give about $640\ \mathrm{cm^2/Vs}$, and about $390\ \mathrm{cm^2/Vs}$ with unscreened flexural scattering added. Adding inverse mobilities would give about 490. That rule is exact only when all the rates have the same energy dependence. Here the flexural rate falls as $1/E$, whereas the in-plane rate is constant apart from a step up at 40 meV, where optical emission begins. Polar optical phonons, piezoelectric scattering, two-phonon flexural scattering, impurities and intervalley scattering are left out.

## Computed results

```
temperature: 300 K; kT: 25.85 meV
effective mass: 0.50 m_e
areal density: 3.80e-06 kg/m^2
bending rigidity: 10.0 eV
coupling Xi: 0.30 eV
flexural constant b: 6.493e-07 m^2/s
electron wavevector at E=kT: 0.5825 1/nm
momentum rate at E=kT: 3.418e+12 1/s
momentum relaxation time at E=kT: 0.2925 ps
golden-rule sum / momentum formula: 0.9994
L=0.1 um: cutoff angle 6.1836 deg
  total rate 2.014e+13 1/s; exact kinematics 2.014e+13 1/s
  momentum rate 3.301e+12 1/s; total/uncut momentum 5.89
L=1.0 um: cutoff angle 0.6181 deg
  total rate 2.017e+14 1/s; exact kinematics 2.017e+14 1/s
  momentum rate 3.407e+12 1/s; total/uncut momentum 59.02
L=10.0 um: cutoff angle 0.0618 deg
  total rate 2.017e+15 1/s; exact kinematics 2.017e+15 1/s
  momentum rate 3.417e+12 1/s; total/uncut momentum 590.16
collision matrix out-rate/gamma_m, 200 angles: 33.33
collision matrix out-rate/gamma_m, 800 angles: 133.33
field-response rate/gamma_m, 800 angles: 0.9987
harmonic rates/gamma_m, n=1,2,3: 0.9987 1.9950 2.9887
mean relaxation time: 0.5851 ps
flexural mobility, formula: 2058.1 cm^2/Vs
flexural mobility, exact kinematics, 150 K: 2058.1 cm^2/Vs
flexural mobility, exact kinematics, 300 K: 2058.1 cm^2/Vs
beta=2mb/hbar: 0.00561
largest phonon energy/E, quasi-elastic: 0.0224
largest phonon energy at E=kT: 0.580 meV
broadening hbar*gamma_m at E=kT: 2.250 meV
energy where hbar*gamma_m=E: 7.627 meV
mobility weight below that energy: 0.34 %
tension: 0.010 N/m; q0: 0.0790 1/nm
with tension, E=kT: total 2.514e+13, momentum 3.187e+12 1/s
mobility factor, tension: 1.047
Young modulus: 110 N/m; anharmonic q: 0.1029 1/nm
mobility factor, one-loop stiffening: 1.063
sheet polarizability length: 4.0 nm
n=1.0e+11 1/cm^2: screening q 0.348 1/nm
  mobility factors: degeneracy 1.002, screening 1.266
n=1.0e+12 1/cm^2: screening q 3.343 1/nm
  mobility factors: degeneracy 1.023, screening 2.729
in-plane acoustic: D=3.0 eV, C=130 N/m
optical: D=4.0e+08 eV/cm, energy=40 meV
mobility, in-plane phonons alone: 644.7 cm^2/Vs
mobility, in-plane plus flexural: 392.5 cm^2/Vs
```
